# The 3j Symbol with Zero Projections: Factorial Formula and Triangle Area

## 1. What symmetry says about the answer

Let \(l_1,l_2,l_3\) be non-negative integers. The symbol studied here is

\[
w_0=\begin{pmatrix} l_1&l_2&l_3\\0&0&0\end{pmatrix},
\]

with the usual real convention

\[
w(m_1,m_2,m_3)=\frac{(-1)^{l_1-l_2-m_3}}{\sqrt{2l_3+1}}\,
\langle l_1m_1\,l_2m_2|l_3,-m_3\rangle .
\tag{1}
\]

All quantities are dimensionless. Two angular momenta with \(m_1=m_2=0\) couple to total \(l_3\) with probability \((2l_3+1)w_0^2\).

A classical picture fixes the form of this probability for large \(l\). Since \(\sqrt{l(l+1)}\approx l+\tfrac12\), take vectors of lengths \(a=l_1+\tfrac12\) and \(b=l_2+\tfrac12\). Both have zero \(z\) component, so they lie in the \(xy\) plane. By symmetry about \(z\) their azimuths are undetermined, and the angle between them is uniform. Let \(\gamma\) be the angle between the sides \(a,b\) of the triangle closed by \(c=l_3+\tfrac12\), and let \(\Delta\) be its area. Then

\[
c^2=a^2+b^2-2ab\cos\gamma,\qquad
c\,dc=ab\sin\gamma\,d\gamma=2\Delta\,d\gamma .
\]

The probability of \(d\gamma\) is \(d\gamma/\pi=c\,dc/(2\pi\Delta)\). Reflection symmetry, shown below, allows only even \(l_1+l_2+l_3\), so allowed values of \(c\) are spaced by 2 and each receives \(c/(\pi\Delta)\). Equating this to \((2l_3+1)w_0^2=2c\,w_0^2\) gives

\[
w_0^2\approx\frac{1}{2\pi\Delta}\qquad(l_1+l_2+l_3\ \text{even}).
\tag{2}
\]

Averaged over even and odd \(l_3\), the result is \(1/(4\pi\Delta)\). This argument is not a proof and does not say when (2) fails. Both matters are settled by the exact formula.

## 2. The square is an integral of three Legendre polynomials

Average the product of three rotation matrices over all rotations with normalized measure:

\[
\Pi=\int dR\;D^{l_1}(R)\otimes D^{l_2}(R)\otimes D^{l_3}(R).
\]

A further rotation merely relabels the integration variable, so \(D(S)\Pi=\Pi\) for every \(S\), and hence \(\Pi^2=\Pi\). Replacing \(R\) by \(R^{-1}\) shows that \(\Pi\) is Hermitian. It is therefore the orthogonal projector on rotationally invariant vectors.

Coupling \(l_1\) and \(l_2\) gives each \(L\) from \(|l_1-l_2|\) to \(l_1+l_2\) once, and \(L\) combines with \(l_3\) to zero only if \(L=l_3\). There is one invariant direction if the triangle rule holds, and none otherwise. The coefficients for coupling \(L=l_3\) with \(l_3\) to zero have magnitude \(1/\sqrt{2l_3+1}\) and alternate in sign with \(m_3\). Up to an overall sign, the components of the unit invariant vector are thus the symbols (1), and \(\Pi\) has the elements \(w(m)w(m')\).

Take the element with all projections zero. To find \(D^l_{00}\), rotate \(Y_{l0}\) by polar angle \(\beta\) and evaluate it at the north pole. Only \(m=0\) harmonics are non-zero there, so \(D^l_{00}Y_{l0}(0)=Y_{l0}(\beta)\), or \(D^l_{00}=P_l(\cos\beta)\). With \(x=\cos\beta\),

\[
w_0^2=K(l_1,l_2,l_3)\equiv\frac12\int_{-1}^{1}P_{l_1}P_{l_2}P_{l_3}\,dx .
\tag{3}
\]

Because \(P_l(-x)=(-1)^lP_l(x)\), \(K\) vanishes for an odd sum. From here let \(l_1+l_2+l_3=2g\) and \(s_i=g-l_i\). The triangle rule is \(s_i\ge0\), and \(s_1+s_2+s_3=g\).

## 3. A case that suggests the general formula

Let

\[
A_n=\frac{(2n)!}{2^n n!^2},\qquad \frac{A_{n+1}}{A_n}=\frac{2n+1}{n+1},
\]

which is the leading coefficient of \(P_n\). For \(c=a+b\), where \(a,b,c\) now denote integer degrees, the product \(P_aP_b\) begins with \(A_aA_bx^c\), and \(x^c=P_c/A_c\) plus lower degrees. The lower degrees are orthogonal to \(P_c\), and \(\frac12\int P_c^2dx=1/(2c+1)\). Hence

\[
K(a,b,a+b)=\frac{A_aA_b}{(2c+1)A_c}.
\]

Here \(g=c\), and the \(s\) values are \(b,a,0\). Since \(A_0=1\), the symmetric extension to try is

\[
K=\kappa_g A_{s_1}A_{s_2}A_{s_3},\qquad
\kappa_g=\frac{1}{(2g+1)A_g},
\tag{4}
\]

with \(A_{n}=0\) for negative \(n\).

## 4. Proof by recurrence

The Legendre recurrence is \((2a+1)xP_a=(a+1)P_{a+1}+aP_{a-1}\). In \(\frac12\int xP_aP_bP_c\,dx\) the factor \(x\) may be absorbed in any of the three polynomials. Therefore

\[
R_a=\frac{(a+1)K(a+1,b,c)+aK(a-1,b,c)}{2a+1}
\tag{5}
\]

equals the corresponding \(R_b\) and \(R_c\). Solving \(R_b=R_a\) for \(K(a,b+1,c)\) determines it from values with second argument \(b\) or \(b-1\); at \(b=0\) the latter has coefficient zero. Thus \(K(a,0,c)=\delta_{ac}/(2a+1)\) and \(R_a=R_b\) determine \(K\) by induction on \(b\).

Formula (4) has the right start: at \(b=0\), \(s_1=-s_3=(c-a)/2\), so it vanishes unless \(a=c\), when it gives \(\kappa_aA_a=1/(2a+1)\). It remains to show that it obeys \(R_a=R_b\).

For even \(a+b+c\) all terms vanish. For an odd sum, define integers \(p,q,r\) by

\[
a=q+r+1,\quad b=p+r+1,\quad c=p+q+1,
\]

and put \(G=p+q+r+1\). For \((a+1,b,c)\), the half-sum is \(G+1\) and the \(s\) values are \((p,q+1,r+1)\). For \((a-1,b,c)\) they are \(G\) and \((p+1,q,r)\). The ratio of prefactors is

\[
\frac{\kappa_{G+1}}{\kappa_G}
=\frac{2G+1}{2G+3}\,\frac{G+1}{2G+1}=\frac{G+1}{2G+3}.
\]

**Interior, \(p,q,r\ge0\).** Divide (5) by the symmetric factor \(\kappa_GA_pA_qA_r\):

\[
\frac{1}{2a+1}\left[\frac{(a+1)(G+1)}{2G+3}
\frac{(2q+1)(2r+1)}{(q+1)(r+1)}+a\frac{2p+1}{p+1}\right].
\]

Multiply by the symmetric product \((p+1)(q+1)(r+1)(2G+3)\). With \(t=q+r\) and \(m=qr\), the result is \(N/(2t+3)\), where

\[
\begin{aligned}
N={}&(t+2)(4m+2t+1)\,[p^2+(t+3)p+t+2]\\
&+(t+1)(m+t+1)\,[4p^2+4(t+3)p+2t+5].
\end{aligned}
\]

The coefficient of \(m\) in \(N\) is

\[
4(2t+3)p^2+4(t+3)(2t+3)p+(6t^2+23t+21),
\]

whose last term is \((2t+3)(3t+7)\). In the part without \(m\), the coefficient of \(p^2\) is \((t+2)(2t+1)+4(t+1)^2=(2t+3)(3t+2)\), that of \(p\) is \(t+3\) times this, and the constant is

\[
(t+2)^2(2t+1)+(t+1)^2(2t+5)=(2t+3)(2t^2+6t+3).
\]

So \(N=(2t+3)S\), with

\[
\begin{aligned}
S={}&m[4p^2+4(t+3)p+3t+7]\\
&+(3t+2)[p^2+(t+3)p]+2t^2+6t+3 .
\end{aligned}
\]

Introduce \(e_1=p+t=p+q+r\), \(e_2=pt+m=pq+qr+rp\) and \(e_3=pm=pqr\). The terms group as

\[
\begin{aligned}
4pm(p+t+3)&=4e_1e_3+12e_3,\\
3(tm+tp^2+t^2p)&=3e_1e_2-3e_3,\\
7m+11tp+2p^2+2t^2&=7e_2+2e_1^2,\\
6p+6t+3&=6e_1+3 .
\end{aligned}
\]

Their sum is

\[
S=4e_1e_3+9e_3+3e_1e_2+2e_1^2+7e_2+6e_1+3,
\]

which is symmetric in \(p,q,r\). Hence \(R_a=R_b=R_c\).

**Edge.** If \(p\le-2\), every term contains an \(A\) of negative index and vanishes. If \(p=-1\), then \(q=c\ge0\), \(r=b\ge0\), \(G=q+r\) and \(a=G+1\). Only the \(a-1\) term survives in \(R_a\), and only the \(b+1\) term in \(R_b\). Divided by \(\kappa_GA_qA_r\), they are

\[
\frac{a}{2a+1}=\frac{G+1}{2G+3},\qquad
\frac{r+1}{2r+1}\,\frac{G+1}{2G+3}\,\frac{2r+1}{r+1}=\frac{G+1}{2G+3}.
\]

They agree, and exchanging \(b,c\) gives \(R_c\). Negative \(q\) or \(r\) follows by permutation. This proves (4).

Insert the factorials. The powers of two cancel because \(s_1+s_2+s_3=g\), leaving

\[
w_0^2=\frac{(2s_1)!(2s_2)!(2s_3)!}{(2g+1)!}
\left[\frac{g!}{s_1!s_2!s_3!}\right]^2 .
\tag{6}
\]

## 5. The sign

The integral (3) contains no sign information. That comes from the phase convention. Consider

\[
\mathcal G(m_1,m_2,m_3)=\int Y_{l_1m_1}Y_{l_2m_2}Y_{l_3m_3}\,d\Omega .
\]

Rotating all three functions leaves the integral unchanged, so these real numbers form an invariant vector and \(\mathcal G=C\,w\). At zero projections, \(Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l\) makes \(Cw_0\) a positive multiple of \(w_0^2\). By (6) \(w_0\ne0\), so \(C\) has the sign of \(w_0\).

Choose \((m_1,m_2,m_3)=(l_1,l_3-l_1,-l_3)\). The phase in (1) is \((-1)^{l_1-l_2+l_3}=+1\), and \(\langle l_1l_1\,l_2,l_3-l_1|l_3l_3\rangle>0\) is the Condon–Shortley convention. Thus \(w_0\) has the sign of \(\mathcal G\) at these projections.

In the same convention \(Y_{lm}\) carries \((-1)^m\) for \(m\ge0\) and no sign for \(m<0\), multiplying a positive constant, \((1-x^2)^{|m|/2}\), the derivative \(P_l^{(|m|)}(x)\) and \(e^{im\varphi}\). Set \(\mu=|l_3-l_1|\), \(n=l_2-\mu\), \(u=P_{l_2}^{(\mu)}\), and

\[
M_j=\int_{-1}^{1}(1-x^2)^{\mu+j}u\,dx .
\]

The powers of \(1-x^2\) add to \((l_1+l_3+\mu)/2=\max(l_1,l_3)\), so \(\mathcal G\) needs \(M_j\) with \(j=\min(l_1,l_3)\).

Differentiating Legendre's equation \(\mu\) times and multiplying by \((1-x^2)^\mu\) gives

\[
[(1-x^2)^{\mu+1}u']'+n(n+2\mu+1)(1-x^2)^\mu u=0 .
\tag{7}
\]

Multiply by \((1-x^2)^j\), \(j\ge1\), and integrate. Two integrations by parts, with vanishing boundary terms, turn the first term into

\[
\begin{aligned}
2j\int x(1-x^2)^{\mu+j}u'\,dx
={}&-2jM_j+4j(\mu+j)(M_{j-1}-M_j).
\end{aligned}
\]

Collecting terms,

\[
(2j-n)(2j+n+2\mu+1)M_j=4j(\mu+j)M_{j-1}.
\tag{8}
\]

For an even sum \(n\) is even. Equation (7) makes solutions of different degree orthogonal with weight \((1-x^2)^\mu\), so \(u\) is orthogonal to all polynomials of degree below \(n\). In \(M_{n/2}\) only the leading term \((-1)^{n/2}x^n\) of \((1-x^2)^{n/2}\) counts. Since \(u\) has a positive leading coefficient, \(M_{n/2}\) has the sign \((-1)^{n/2}\). Equation (8) preserves that sign for larger \(j\), and the triangle rule ensures \(2\min(l_1,l_3)\ge n\).

If \(l_3\ge l_1\), then \(n=2s_3\), and the harmonics contribute \((-1)^{l_1}(-1)^{l_3-l_1}\). The total sign is \((-1)^{l_3+s_3}=(-1)^g\). If \(l_3<l_1\), then \(n=2s_1\), and the harmonics contribute \((-1)^{l_1}\), giving \((-1)^{l_1+s_1}=(-1)^g\). In both cases

\[
w_0=(-1)^g\sqrt{\frac{(2s_1)!(2s_2)!(2s_3)!}{(2g+1)!}}\;
\frac{g!}{s_1!s_2!s_3!}.
\tag{9}
\]

For an odd sum or a violated triangle rule, \(w_0=0\).

## 6. Heron's formula inside the factorials

Define \(f(w)=\Gamma(w+\tfrac14)/\Gamma(w+\tfrac34)\). From \((2n)!/n!^2=4^n\Gamma(n+\frac12)/[\sqrt\pi\,\Gamma(n+1)]\),

\[
A_n=\frac{2^n}{\sqrt\pi}f(n+\tfrac14),\qquad
(2g+1)A_g=\frac{2^{g+1}\Gamma(g+\frac32)}{\sqrt\pi\,\Gamma(g+1)}
=\frac{2^{g+1}}{\sqrt\pi\,f(g+\frac34)} .
\]

Inserting these in (4) gives the identity

\[
w_0^2=\frac1{2\pi}f(\sigma)f(\sigma_1)f(\sigma_2)f(\sigma_3),
\quad \sigma=g+\tfrac34,\quad \sigma_i=s_i+\tfrac14 .
\tag{10}
\]

A triangle with sides \(l_i+\frac12\) has semiperimeter \(\sigma\), and \(\sigma-(l_i+\frac12)=\sigma_i\). Heron's formula is \(\Delta^2=\sigma\sigma_1\sigma_2\sigma_3\). If \(f(w)\) tends to \(w^{-1/2}\), (10) becomes (2), with the half-integer shifts already in place.

To control the limit, let \(h(w)=wf(w)^2\). The logarithm of \(\Gamma\) is convex, so \(f\) decreases. Also \(f(w)f(w+\frac12)=1/(w+\frac14)\). Comparing \(f(w)^2\) with \(f(w)f(w+\frac12)\) and \(f(w-\frac12)f(w)\) gives, for \(w>\frac14\),

\[
\frac{w}{w+\frac14}\le h(w)\le\frac{w}{w-\frac14},
\]

so \(h\to1\). Moreover,

\[
\frac{h(w+1)}{h(w)}=\frac{(w+1)(w+\frac14)^2}{w(w+\frac34)^2}
=1+\frac{1}{16w(w+\frac34)^2}>1 .
\]

Thus \(h\) rises to 1 in unit steps, and \(h<1\). With \(y=w+k\), \(k=0,1,2,\ldots\), and \(\ln(1+z)\le z\),

\[
-\ln h(w)\le\sum_k\frac{1}{16y(y+\frac34)^2}
\le\frac1{32}\sum_k\left[\frac1{y^2}-\frac1{(y+1)^2}\right]=\frac1{32w^2}.
\]

The second inequality is equivalent to \((2y+1)(y+\frac34)^2-2y(y+1)^2=\frac58y+\frac9{16}\ge0\). For the ratio \(\rho=2\pi\Delta w_0^2=\prod\sqrt{h}\) this yields

\[
\exp\left[-\frac1{64}\sum_w\frac1{w^2}\right]\le\rho<1,
\qquad w\in\{\sigma,\sigma_1,\sigma_2,\sigma_3\}.
\tag{11}
\]

The area estimate therefore lies above the true square for every allowed triple. For large \(w\) the summand is \(1/(16y^3)\) to leading order and the sum is \(1/(32w^2)\), so the leading error relative to the estimate is \(1-\rho\approx\frac1{64}\sum w^{-2}\).

## 7. Where the area law fails

The condition is that all \(s_i\) are large, not merely all \(l_i\). In the stretched case \(l_3=l_1+l_2\), one Heron factor stays at \(\frac14\) however large \(l_1,l_2\) become. The other three factors of \(\sqrt h\) tend to 1, and

\[
\rho\to\sqrt{h(\tfrac14)}=\tfrac12\,\frac{\Gamma(\frac12)}{\Gamma(1)}
=\frac{\sqrt\pi}{2}\approx0.886227 .
\]

For \((2,2,4)\), \((20,20,40)\) and \((200,200,400)\) the ratios are 0.880321, 0.886151 and 0.886226. The estimate keeps the correct power of \(l\) but a wrong constant. For large \(l_1\) and \(l_2\) the vectors of the classical picture are nearly parallel and the triangle is nearly flat; the density in \(c\) then changes rapidly over the spacing of the allowed values, so the argument of section 1 loses its basis. This locates the failure but does not give the constant: the density grows as \((a+b-c)^{-1/2}\), and integrating it over the last interval, from \(c-1\) to \(a+b\), gives \(\sqrt3/2\approx0.866\) of the estimate rather than \(\sqrt\pi/2\).

For \((0,L,L)\) two factors stay at \(\frac14\), so \(\rho\to\pi/4\). At \((0,0,0)\), \(w_0=1\) and \(\Delta=\sqrt3/16\), hence \(\rho=\pi\sqrt3/8\approx0.680\). This is the smallest ratio found among all allowed triples with \(l_i\le30\).

## 8. Worked example: (2, 4, 4) and its multiples

Here \(g=5\) and \((s_1,s_2,s_3)=(3,1,1)\). The factors are \(A_3=5/2\), \(A_1=1\) and \(A_5=63/8\), so

\[
w_0^2=\frac{5/2}{11\cdot63/8}=\frac{20}{693}=0.028860,
\qquad w_0=-0.169882 .
\]

The minus sign is \((-1)^5\). Quadrature of (3) gives the same square. An independent construction of the invariant vector, by diagonalization with the phase of section 5, gives the same signed value.

The sign matters even between symbols of equal size: \((2,2,2)\) and \((2,2,4)\) both have square \(2/35\), but \(g=3\) makes the first \(-0.239046\) and \(g=4\) makes the second \(+0.239046\).

For the area law, the Heron factors of \((2,4,4)\) are \(5.75,3.25,1.25,1.25\), giving \(\Delta=5.4036\) and \(1/(2\pi\Delta)=0.029453\). The ratio is \(\rho=0.97986\): the estimate is too high by 2.0% of its own value, although the smallest \(s_i\) is only 1. The leading error term predicts 2.2%.

Scaling all three \(l_i\) makes every Heron factor grow:

- \((8,16,16)\): \(1-\rho=1.854\times10^{-3}\), leading term \(1.871\times10^{-3}\).
- \((20,40,40)\): \(3.201\times10^{-4}\), leading term \(3.206\times10^{-4}\).
- \((80,160,160)\): \(2.0756\times10^{-5}\), leading term \(2.0758\times10^{-5}\).

From the second to the third line the \(l_i\) grow fourfold and the error falls by a factor of 15.4. The factor is below 16 because the shifts \(\frac14\) and \(\frac34\) in the Heron factors do not scale. For \((20,40,40)\), with factors 50.75, 30.25, 10.25 and 10.25, the two smallest supply most of the error. Changing this triple to \((20,40,41)\) makes the symbol vanish by parity, although the triangle hardly changes. The smooth area law describes the even sums alone.

## 9. The uniform angle recovered

The exact squares can now be compared with the classical picture of section 1. Take \(l_1=40\), \(l_2=60\) and add \((2l_3+1)w_0^2\) over allowed \(l_3\le c_0\). Allowed sides are spaced by 2, so the boundary between \(c_0+\frac12\) and the next side \(c_0+\frac52\) is \(c_0+\frac32\). If the angle is uniform, the sum should be near \(\gamma/\pi\) for that boundary:

- \(l_3\le40\): probability 0.23946, \(\gamma/\pi=0.23944\).
- \(l_3\le70\): probability 0.48775, \(\gamma/\pi=0.48777\).
- \(l_3\le90\): probability 0.71546, \(\gamma/\pi=0.71565\).

The total probability is 1, as required by completeness of the coupled states, and the largest deviation over all boundaries is 0.0026 in probability. Thus, for this pair, the classical distribution describes accumulated probabilities well, even though every second integer \(l_3\) is forbidden and the squares at the two ends, \(l_3=20\) and \(l_3=100\), lie about 11% below the estimate (2), as in the stretched case of section 7. The remaining checks are in the numerical output.

## Values computed for the example and the checks

```
largest error of signed closed form, l<=5: 1.8e-15
largest error of closed square, l<=30: 5.9e-15
2 pi Area K, all allowed l<=30: min 0.680175 max 0.999791
example l = (2, 4, 4)  g = 5  s = [3, 1, 1]
A_s1, A_s2, A_s3 = 5/2, 1, 1   A_g = 63/8
square from the A factors = 20/693 = 0.02886003
square from quadrature = 0.02886003
3j closed form = -0.16988240
3j from invariant vector = -0.16988240
3j (1, 1, 2) = 0.36514837  square = 2/15
3j (2, 2, 2) = -0.23904572  square = 2/35
3j (2, 2, 4) = 0.23904572  square = 2/35
scaled triples: l, Area, K, 1/(2 pi Area), ratio, lower bound
(2, 4, 4) 5.4036 2.88600289e-02 2.94533376e-02 0.97985598 0.97828731
   1-ratio = 2.0144e-02, leading error term = 2.1952e-02
(8, 16, 16) 67.7588 2.34448863e-03 2.34884364e-03 0.99814589 0.99813123
   1-ratio = 1.8541e-03, leading error term = 1.8705e-03
(20, 40, 40) 401.6101 3.96165378e-04 3.96292226e-04 0.99967991 0.99967947
   1-ratio = 3.2009e-04, leading error term = 3.2058e-04
(80, 160, 160) 6253.6879 2.54492456e-05 2.54497738e-05 0.99997924 0.99997924
   1-ratio = 2.0756e-05, leading error term = 2.0758e-05
Heron factors of (20, 40, 40) : 50.75, 30.25, 10.25, 10.25
K(20,40,41), odd sum: |K| < 1e-13 is True
stretched (2,2,4): ratio = 0.880321
stretched (20,20,40): ratio = 0.886151
stretched (200,200,400): ratio = 0.886226
stretched limit sqrt(pi)/2 = 0.886227
l1=40 l2=60, l3<=40: probability 0.23946, angle/pi 0.23944
l1=40 l2=60, l3<=70: probability 0.48775, angle/pi 0.48777
l1=40 l2=60, l3<=90: probability 0.71546, angle/pi 0.71565
total probability = 1.00000000
largest deviation from uniform angle = 0.00261
```
